# Image-charge gap reduction at a metal and its absence from semilocal levels

## 1. The form of the answer

Place a charge $q$ at distance $d$ from a perfect conductor. In Gaussian notation the available quantities are $q$ and $d$, so the interaction energy must be $Cq^2/d$ with $C$ a pure number. It is even in $q$: reversing the charge reverses the induced charge too.

To find $C$, replace the conductor by an image charge $-q$ at distance $2d$ from the real one. This keeps the surface at zero potential. The attractive force is $q^2/(2d)^2$, and bringing the charge in from infinity gives

$$
W(d)=-\int_d^\infty\frac{q^2}{4x^2}\,dx=-\frac{q^2}{4d}. \tag{1}
$$

Now consider a neutral molecule with ground-state energy $E_0$, and let $E_+$ and $E_-$ be its cation and anion energies at the same geometry. Then

$$
I=E_+-E_0,\qquad A=E_0-E_-,\qquad
E_g=I-A=E_++E_--2E_0 .
$$

Both ions are lowered by $P=e^2/(4d)$, while the neutral molecule has no monopole image energy. The ionisation energy $I$ therefore falls by $P$, the electron affinity $A$ rises by $P$, and the fundamental gap falls by

$$
2P=\frac{e^2}{2d},\qquad d=z-z_0 . \tag{2}
$$

Here $z$ is the height of the molecule and $z_0$ that of the image plane, measured from the same origin. The assumptions are no hybridisation, no charge transfer, negligible density overlap, and a linear, effectively static response of the metal. From here on $e=1$ in derivations; numerical energies are in eV and lengths in Å.

## 2. Why a real surface has an image plane

Let the metal be uniform along the surface. Below a unit charge at height $z$, its potential is a superposition of waves with in-plane wave number $k$, growing as $e^{kz'}$. The surface adds a reflected part proportional to $-g(k)e^{-kz'}$. Using

$$
\frac1{\sqrt{s^2+u^2}}=\int_0^\infty J_0(ks)e^{-k|u|}\,dk ,
$$

the induced potential at the charge itself ($s=0$) is $-\int_0^\infty g(k)e^{-2kz}dk$. Since it grows in proportion to the charge, the charging work is half of it:

$$
W=-\frac12\int_0^\infty g(k)e^{-2kz}\,dk. \tag{3}
$$

At large $z$ only small $k$ matters. Take a Thomas-Fermi surface with screening profile $s(z)$, so that $\phi''=[k^2+s(z)]\phi$. At a point $z_1$ outside the metal, where $s$ is negligible, $\phi=e^{kz}-ge^{-kz}$. With $L=\phi'/\phi$ at $z_1$,

$$
L=k\,\frac{e^{kz_1}+ge^{-kz_1}}{e^{kz_1}-ge^{-kz_1}}
\quad\Longrightarrow\quad
g=e^{2kz_1}\frac{L-k}{L+k}
=e^{2kz_1-2\,\mathrm{artanh}(k/L)} .
$$

The equation for $\phi$ contains $k^2$ alone, so $L=L_0+O(k^2)$. At $k=0$ the outside potential is a straight line proportional to $z-z_0$, which defines $z_0$ and gives $1/L_0=z_1-z_0$. Therefore

$$
g=e^{2kz_0}[1+O(k^3)],\qquad
W=-\frac1{4(z-z_0)}+O(d^{-4}). \tag{4}
$$

The correction follows because $\int_0^\infty k^3e^{-2kd}dk\propto d^{-4}$.

The plane is also the centroid of the charge induced by a uniform field. That charge is proportional to $\phi''$, and for $\phi=z-z_0$ outside,

$$
\frac{\int z\phi''dz}{\int\phi''dz}
=\frac{[z\phi'-\phi]_{z_1}}{[\phi']_{z_1}}
=z_1-(z_1-z_0)=z_0 .
$$

For a smooth model edge, both routes give $z_0=-0.400$ Å relative to the edge centre. At $z=2.5$ Å the computed response is $-1.245$ eV against $-1.242$ eV from the image law. This $z_0$ belongs to that model and its origin; it is not used below.

For a dielectric with a sharp face at $z=0$, the inside wave is $te^{kz}$. Matching potential and displacement gives $t=1-g$ and $\epsilon t=1+g$, hence $g=(\epsilon-1)/(\epsilon+1)$. The gap reduction is (2) times this factor, and the metal is recovered as $\epsilon\to\infty$. For charging at fixed nuclear positions, $\epsilon$ is the electronic (high-frequency) dielectric constant, which in a polar solid is smaller than the static one.

## 3. The first correction: the molecule has a size

Let $M$ denote reflection in the image plane. A total charge density $\rho$, nuclei included, has image energy

$$
E_{\rm im}[\rho]=-\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}
{|\mathbf r-M\mathbf r'|}\,d^3r\,d^3r'. \tag{5}
$$

Write positions relative to the molecular centre as $(\mathbf s,u)$, with $u$ along the surface normal. Set $R=2d$, $w=u+u'$ and $t=|\mathbf s-\mathbf s'|$. Then

$$
\frac1{\sqrt{(R+w)^2+t^2}}
=\frac1R-\frac{w}{R^2}+\frac{2w^2-t^2}{2R^3}+O(R^{-4}).
$$

Assume that the neutral molecule and both ions have no dipole about this centre, as holds when their densities have inversion symmetry. The term in $w$ then integrates to zero. In the next term the products $uu'$ and $\mathbf s\cdot\mathbf s'$ also vanish, leaving

$$
\iint\rho\rho'(2w^2-t^2)=2qQ,\qquad
Q=\int\rho\,(2u^2-s^2)\,d^3r .
$$

Insertion in (5) gives

$$
E_{\rm im}=-\frac12\left(\frac{q^2}{R}+\frac{qQ}{R^3}\right)
=-\frac{q^2}{4d}-\frac{qQ}{16d^3}. \tag{6}
$$

Apply this with $q=+1$ and $q=-1$. The neutral molecule contributes nothing at this order, since its quadrupole-quadrupole energy scales as $d^{-5}$. The gap reduction is

$$
\Delta=\frac1{2d}-\frac{K}{16d^3}+O(d^{-4}),\qquad K=Q_- -Q_+ . \tag{7}
$$

The quadrupole of the neutral molecule cancels in $K$. If the hole and the added electron have densities $n_h$ and $n_l$, each normalised to one, then $Q_+=Q_0+\int n_h(2u^2-s^2)$ and $Q_-=Q_0-\int n_l(2u^2-s^2)$, so

$$
K=\int(n_h+n_l)(s^2-2u^2)\,d^3r .
$$

Charge spread parallel to the surface weakens the effect; charge spread along the normal strengthens it.

Molecular polarisation enters one order later. The image field $F=1/(2d)^2$ lowers an ion by $\alpha F^2/2=\alpha/(32d^4)$, where $\alpha$ is its polarisability along the normal. The surface correction in (4), derived for the Thomas-Fermi model, is of the same order in $d$. For a perfect mirror or that model surface, the leading correction to (2) is thus the molecular shape, once $z_0$ has been chosen properly.

## 4. Why the neutral Kohn-Sham gap does not close

Janak's theorem states $\varepsilon_i=\partial E/\partial f_i$ for occupation $f_i$. Remove a fraction $q=1-f$ of an electron from the highest occupied orbital (HOMO). The monopole part of the image energy is $-q^2/(4d)$, and $dq/df=-1$, so

$$
\delta\varepsilon_h(q)=\frac{d}{df}\left(-\frac{q^2}{4d}\right)=\frac{q}{2d}. \tag{8}
$$

The shift is zero in the neutral molecule and $1/(2d)$ in the cation. Since $I=-\int_0^1\varepsilon_h\,df$, its change is $-\int_0^1 q\,dq/(2d)=-1/(4d)$. For an electron fraction $f$ added to the lowest empty orbital (LUMO), the shift is $-f/(2d)$, again zero at neutrality.

The image energy is a Hartree energy. A semilocal total-energy difference can therefore contain it, provided the extra charge stays on the molecule and the metal is allowed to respond. The eigenvalues of the neutral system are slopes at $q=0$, where a quadratic energy has none.

The missing term in a quasiparticle equation is nonlocal. The metal changes the screened interaction by $\Delta W(\mathbf r,\mathbf r')=-1/|\mathbf r-M\mathbf r'|$. In the static Coulomb-hole plus screened-exchange approximation, with $j$ running over occupied orbitals of the same spin as $i$,

$$
\Delta\varepsilon_i=\frac12\int|\phi_i|^2\Delta W(\mathbf r,\mathbf r)\,d^3r
-\sum_j^{\rm occ}\iint\phi_i^*\phi_j\,\Delta W\,\phi_j'^*\phi_i' .
$$

For large $d$, $\Delta W\simeq-1/(2d)$ across the molecule. Orthonormality reduces the sum to the term $j=i$, present when $i$ is occupied. Hence

$$
\Delta\varepsilon_{\rm occ}=-\frac1{4d}+\frac1{2d}=+\frac1{4d},
\qquad
\Delta\varepsilon_{\rm empty}=-\frac1{4d}.
$$

A multiplicative potential that is constant across the molecule shifts both levels equally and cannot do this.

A semilocal exchange-correlation potential also receives no long-range signal from the metal. It depends on the density and its derivatives at the point, and the metal reaches the molecule through a density tail $n_t\propto e^{-2\kappa\zeta}$, with $\zeta$ the height above the metal edge. The Hartree potential of this tail obeys $v''=-4\pi n_t$. With its zero in the vacuum, $v=-4\pi n_t/(2\kappa)^2$, which decays at the same rate.

## 5. Numbers

For the round values $z=3.5$ Å and $z_0=1.0$ Å, $d=2.5$ Å and

$$
2P=\frac{14.40\ \text{eV Å}}{2\times2.5\ \text{Å}}=2.88\ \text{eV}.
$$

Moving $z_0$ to 0.8 or 1.2 Å changes this to 2.67 or 3.13 eV. The sensitivity is $d(2P)/dz_0=2P/d$, about 1.15 eV per Å, so at this distance an error of 0.2 Å in $z_0$ changes the estimate by 0.2 to 0.25 eV.

Planar trans-glyoxal, treated with PBE in the 6-31G basis and held parallel to a perfect mirror, tests the estimate. The mirror enters the self-consistent calculation through (5).

| $d$ (Å) | $e^2/(2d)$ (eV) | Gap reduction from total energies (eV) | Change of neutral Kohn-Sham gap (eV) |
|---|---|---|---|
| 2.5 | 2.880 | 2.682 | +0.009 |
| 5.0 | 1.440 | 1.410 | +0.0004 |
| 10.0 | 0.720 | 0.716 | 0.0000 |

The point-charge law is 7% too large at 2.5 Å, relative to the computed reduction, and within 1% at 10 Å. The deficit of 0.030 eV at 5 Å, if assigned wholly to the $d^{-3}$ term, gives an estimate of the coefficient in (7). The estimate still contains higher orders:

$$
K\simeq\frac{16\times5^3\times0.030}{14.40}\ \text{Å}^2\simeq4.2\ \text{Å}^2 .
$$

Evaluated directly as $Q_--Q_+$ from the gas-phase ion densities, $K$ is 4.7 Å$^2$. The estimate is about 12% low because higher orders, of opposite sign, already offset part of the $d^{-3}$ term at 5 Å. With $K=4.7$ Å$^2$ the correction is 0.004 eV at 10 Å, as found, and 0.27 eV at 2.5 Å, giving 2.61 eV. The computed value is 2.68 eV, so at this distance the first correction overshoots: the error changes from $+0.20$ to about $-0.07$ eV. Of this remainder, about 0.045 eV comes from higher multipoles of the unrelaxed ions and about 0.03 eV from polarisation of the ions by the image field.

The two ions are not shifted equally at 2.5 Å: $I$ falls by 1.396 eV and $A$ rises by 1.286 eV. To see why, add a frozen orbital charge to the neutral density in (5). The self terms are $P_h=1.309$ and $P_l=1.380$ eV. The cross terms, the interaction of the orbital charge with the image of the molecule's own multipoles, are approximated by the self-consistent neutral level shifts, $\delta\varepsilon_h=0.077$ and $\delta\varepsilon_l=0.086$ eV. Removing an electron costs less by $P_h+\delta\varepsilon_h=1.386$ eV; adding one gains $P_l-\delta\varepsilon_l=1.294$ eV. These sums lie within about 0.01 eV of the computed shifts. Part of this agreement is a cancellation. The frozen orbitals are more compact in the sense of (7), giving $K=4.1$ Å$^2$ against 4.7 Å$^2$ for the ion densities. This raises the gap reduction by about 0.03 eV and offsets the omitted polarisation by the image field. The cross terms nearly cancel in the gap.

The Janak argument is tested on the same states. At 2.5 Å the cation's empty level rises by 2.715 eV and the neutral HOMO by 0.077 eV. Their mean, 1.396 eV, equals the fall of $I$ to the digits shown.

The mirror has no electron density, so the tail was examined separately. A model tail with $r_s=3$ bohr and a 4.5 eV work function, its edge placed at the image plane, was added to the frozen molecular density. At 2.5 Å it shifts HOMO and LUMO by $-0.021$ and $-0.052$ eV. Both go down, and the gap changes by $-0.031$ eV, about 1% of the image effect. At 5 Å both shifts are below 0.001 eV, whereas the image effect has roughly halved.

The gas-phase Kohn-Sham gap is 1.82 eV, while total energies give $9.815-0.404=9.41$ eV. This difference exists without any metal. The polarisation reduction must therefore be subtracted from a charged-state gap: here $9.41-2.68=6.73$ eV at 2.5 Å. All molecular values, $K$ included, belong to PBE in this one compact basis; their dependence on functional and basis was not examined.

At shorter distances the expansion in $1/d$ loses its basis. Orbital overlap brings hybridisation and Pauli repulsion of the metal's tail, charge transfer may alter the starting state, and the response is no longer summarised by one plane. Formula (2) diverges at $z=z_0$, which marks the failure of the point-charge and image-plane descriptions, not a physical closing of the gap. The remaining values are in the numerical output below.

## Numbers as computed

```
e^2 = 14.3996 eV A
height z = 3.5 A, image plane z0 = 1.0 A
distance d = 2.5 A
one-level shift P = 1.440 eV
gap reduction 2P = 2.880 eV
2P for z0 = 0.8 A: 2.667 eV
2P for z0 = 1.2 A: 3.130 eV
Thomas-Fermi z0 from potential = -0.3996 A
centroid of induced charge = -0.3996 A
charge at z = 2.5 A: response -1.2454, image law -1.2415 eV
charge at z = 5.0 A: response -0.6670, image law -0.6667 eV
glyoxal CC, CO, CH = 1.52, 1.21, 1.11 A
angles CCO, CCH = 121, 115 degrees
gas PBE/6-31G IP = 9.815 eV, EA = 0.404 eV
gas total-energy gap = 9.411 eV
gas HOMO = -5.984 eV, LUMO = -4.168 eV
gas Kohn-Sham gap = 1.817 eV
tail model: rs = 3.0 bohr, work function = 4.5 eV
d = 2.5 A: e^2/(2d) = 2.880 eV
  IP drop = 1.396 eV, EA rise = 1.286 eV
  total-energy gap reduction = 2.682 eV
  frozen self terms HOMO, LUMO = 1.309, 1.380 eV
  neutral HOMO, LUMO shifts = 0.0773, 0.0865 eV
  Kohn-Sham gap change = 0.0091 eV
  cation empty-level shift = 2.715 eV
  mean of end-point shifts = 1.396 eV
  tail shifts HOMO, LUMO = -0.02082, -0.05214 eV
d = 5.0 A: e^2/(2d) = 1.440 eV
  IP drop = 0.714 eV, EA rise = 0.696 eV
  total-energy gap reduction = 1.410 eV
  frozen self terms HOMO, LUMO = 0.701, 0.712 eV
  neutral HOMO, LUMO shifts = 0.0129, 0.0134 eV
  Kohn-Sham gap change = 0.0004 eV
  cation empty-level shift = 1.415 eV
  mean of end-point shifts = 0.714 eV
  tail shifts HOMO, LUMO = -0.00016, -0.00054 eV
d = 10.0 A: e^2/(2d) = 0.720 eV
  IP drop = 0.359 eV, EA rise = 0.357 eV
  total-energy gap reduction = 0.716 eV
  frozen self terms HOMO, LUMO = 0.357, 0.359 eV
  neutral HOMO, LUMO shifts = 0.0018, 0.0018 eV
  Kohn-Sham gap change = 0.0000 eV
  cation empty-level shift = 0.717 eV
  mean of end-point shifts = 0.359 eV
  tail shifts HOMO, LUMO = -0.00000, -0.00000 eV
```
